# Transmission through a single onsite impurity in a tight-binding chain: verification in Python

```python
"""
Result under test: an infinite chain with hopping -t and one impurity of
onsite energy U at site 0 transmits a particle of energy E = -2 t cos(k) with
    T = 4 t^2 sin(k)^2 / (4 t^2 sin(k)^2 + U^2),
which equals 1/2 at band centre (E = 0, k = pi/2) when U = 2 t.
Symbols: tau, r = transmitted and reflected amplitudes; v = 2 t sin(k) is the
velocity in sites per unit time; Sigma = retarded self-energy of one lead.
Hartree atomic units (hbar = 1); the site index is dimensionless.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal, expm

t = 0.05
U = 2.0 * t


def transmission_formula(k, strength):
    s = 4.0 * t**2 * np.sin(k)**2
    return s / (s + strength**2)


def scattering_state(k, strength, n_left=6):
    """Recur leftwards from a purely outgoing wave; return tau, r and psi."""
    energy = -2.0 * t * np.cos(k)
    psi = {0: 1.0 + 0.0j, 1: np.exp(1j * k), 2: np.exp(2j * k)}
    for n in range(0, -n_left, -1):
        onsite = strength if n == 0 else 0.0
        psi[n - 1] = (onsite - energy) * psi[n] / t - psi[n + 1]
    sites = np.array([-n_left, -n_left + 1])
    waves = np.column_stack([np.exp(1j * k * sites), np.exp(-1j * k * sites)])
    incident, reflected = np.linalg.solve(waves, [psi[n] for n in sites])
    psi = {n: value / incident for n, value in psi.items()}
    return 1.0 / incident, reflected / incident, psi


def bond_current(left, right):
    return 2.0 * t * np.imag(np.conj(left) * right)


# Velocity: numerical slope of the band energy.
for k in (0.4, 1.1, np.pi / 2, 2.5):
    dk = 1e-5
    slope = (-2*t*np.cos(k + dk) + 2*t*np.cos(k - dk)) / (2*dk)
    assert abs(slope - 2*t*np.sin(k)) < 1e-9

# Current expression: continuity equation for a random state on a short chain.
rng = np.random.default_rng(3)
size = 7
h_short = -t * (np.eye(size, k=1) + np.eye(size, k=-1))
h_short[3, 3] = U
state = rng.normal(size=size) + 1j * rng.normal(size=size)
state /= np.linalg.norm(state)
dt = 1e-3
later = expm(-1j * h_short * dt) @ state
earlier = expm(1j * h_short * dt) @ state
density_rate = (abs(later)**2 - abs(earlier)**2) / (2 * dt)
currents = bond_current(state[:-1], state[1:])
assert np.allclose(density_rate[1:-1], currents[:-1] - currents[1:], atol=1e-9)

# Amplitudes and transmission: recursion against the closed formulas.
for k in (0.3, 1.0, np.pi / 2, 2.2):
    for strength in (-2*t, 0.5*t, 2*t, 5*t):
        tau_num, r_num, wave = scattering_state(k, strength)
        denominator = 2j * t * np.sin(k) - strength
        assert abs(tau_num - 2j * t * np.sin(k) / denominator) < 1e-10
        assert abs(r_num - strength / denominator) < 1e-10
        assert abs(abs(tau_num)**2 - transmission_formula(k, strength)) < 1e-10
        v = 2 * t * np.sin(k)
        j_left = bond_current(wave[-4], wave[-3])
        j_right = bond_current(wave[1], wave[2])
        assert abs(j_left - v * (1 - abs(r_num)**2)) < 1e-10
        assert abs(j_right - v * abs(tau_num)**2) < 1e-10
        assert abs(j_left - j_right) < 1e-10

# The central result and the maximum at band centre, from the recursion.
k_centre = np.pi / 2
tau, r, psi = scattering_state(k_centre, U)
T_centre, R_centre = abs(tau)**2, abs(r)**2
assert abs(T_centre - 0.5) < 1e-12
assert abs(tau - (1 - 1j) / 2) < 1e-12
assert abs(r + (1 + 1j) / 2) < 1e-12
k_scan = np.linspace(0.05, np.pi - 0.05, 201)
T_scan = np.array([abs(scattering_state(k, U)[0])**2 for k in k_scan])
assert abs(k_scan[np.argmax(T_scan)] - k_centre) < 1e-9
T_opposite = abs(scattering_state(k_centre, -U)[0])**2
assert abs(T_opposite - T_centre) < 1e-12


def lead_self_energy(energy):
    """t^2 times the end-site Green function, summed over standing waves.
    Two small imaginary energies are combined to cancel the linear error."""
    points = 60000
    q = (np.arange(points) + 0.5) * np.pi / points

    def end_green(eta):
        return 2.0 * np.mean(np.sin(q)**2 / (energy + 1j*eta + 2*t*np.cos(q)))

    eta = 1e-3 * t
    return t**2 * (2.0 * end_green(eta / 2) - end_green(eta))


def device_transmission(energy, strength):
    """Seven-site device with the impurity in the middle and two leads."""
    sites = 7
    sigma = lead_self_energy(energy)
    h = -t * (np.eye(sites, k=1) + np.eye(sites, k=-1)) + 0j
    h[3, 3] += strength
    h[0, 0] += sigma
    h[-1, -1] += sigma
    green = np.linalg.inv(energy * np.eye(sites) - h)
    gamma = -2.0 * sigma.imag
    return gamma**2 * abs(green[0, -1])**2


# Remaining error is quadratic in the imaginary energy, about 1e-6.
for energy in (-1.2 * t, 0.0, 0.7 * t):
    k = np.arccos(-energy / (2 * t))
    assert abs(lead_self_energy(energy) + t * np.exp(1j * k)) < 1e-5 * t
    for strength in (t, 2 * t):
        difference = (device_transmission(energy, strength)
                      - transmission_formula(k, strength))
        assert abs(difference) < 1e-5
sigma_centre = lead_self_energy(0.0)
T_device = device_transmission(0.0, U)

# Wave packets: time evolution on a long finite chain.
half = 600
n = np.arange(-half, half + 1)
onsite = np.where(n == 0, U, 0.0)
levels, modes = eigh_tridiagonal(onsite, -t * np.ones(2 * half))
start, width = -250, 40.0


def packet_run(k0):
    packet = np.exp(-(n - start)**2 / (4 * width**2) + 1j * k0 * n)
    packet /= np.linalg.norm(packet)
    duration = 2 * abs(start) / (2 * t * np.sin(k0))
    final = modes @ (np.exp(-1j * levels * duration) * (modes.T @ packet))
    weights = abs(np.fft.fft(packet))**2
    weights /= weights.sum()
    k_grid = 2 * np.pi * np.fft.fftfreq(n.size)
    expected = np.sum(weights * transmission_formula(k_grid, U))
    return np.sum(abs(final[n > 0])**2), expected, duration


packet_T, packet_expected, packet_time = packet_run(k_centre)
packet_T_off, packet_expected_off, _ = packet_run(np.pi / 4)
assert abs(packet_T - packet_expected) < 1e-6
assert abs(packet_T_off - packet_expected_off) < 1e-6
assert abs(packet_T - 0.5) < 1e-3

# Conductance with two spin channels.
G_siemens = 2 * constants.e**2 / constants.h * T_centre
G_atomic = G_siemens / (constants.e**2 / constants.hbar)
assert abs(G_atomic - 1 / (2 * np.pi)) < 1e-10

print(f"hopping t = {t:.3f} hartree")
print(f"impurity energy U = {U:.3f} hartree")
print(f"wave number at band centre k = {k_centre:.6f} rad per site")
print(f"velocity v = {2*t*np.sin(k_centre):.4f} sites per atomic time unit")
print(f"tau: real {tau.real:.6f}, imaginary {tau.imag:.6f} (dimensionless)")
print(f"r: real {r.real:.6f}, imaginary {r.imag:.6f} (dimensionless)")
print(f"phase of tau = {np.degrees(np.angle(tau)):.3f} degrees")
print(f"transmission T = {T_centre:.6f} (dimensionless)")
print(f"reflection R = {R_centre:.6f} (dimensionless)")
print(f"T with U reversed in sign = {T_opposite:.6f} (dimensionless)")
print(f"density at site -2 = {abs(psi[-2])**2:.6f} (incident wave = 1)")
print(f"density at site -1 = {abs(psi[-1])**2:.6f} (incident wave = 1)")
print(f"density at site 0 = {abs(psi[0])**2:.6f} (incident wave = 1)")
print(f"density at site 1 = {abs(psi[1])**2:.6f} (incident wave = 1)")
print(f"current left of impurity = {bond_current(psi[-3], psi[-2]):.6f}"
      " per atomic time unit")
print(f"current right of impurity = {bond_current(psi[1], psi[2]):.6f}"
      " per atomic time unit")
for ratio in (0.5, 1.0, 2.0, 4.0):
    value = abs(scattering_state(k_centre, ratio * t)[0])**2
    print(f"T at band centre for U/t = {ratio:.1f}: {value:.6f}")
for ratio in (0.0, 0.5, 1.0, 1.5, 1.9):
    value = abs(scattering_state(np.arccos(-ratio / 2), U)[0])**2
    print(f"T for U = 2t at E/t = {ratio:.1f}: {value:.6f}")
print(f"lead self-energy at E = 0, imaginary part = {sigma_centre.imag:.6f}"
      " hartree")
print(f"lead broadening Gamma at E = 0 = {-2*sigma_centre.imag:.6f} hartree")
print(f"T from seven-site device at E = 0 = {T_device:.5f} (dimensionless)")
print(f"packet: start site {start}, density width {width:.0f} sites")
print(f"packet travel time = {packet_time:.1f} atomic time units")
print(f"packet at k = pi/2, transmitted fraction = {packet_T:.6f}")
print(f"packet at k = pi/2, momentum-averaged T = {packet_expected:.6f}")
print(f"packet at k = pi/4, transmitted fraction = {packet_T_off:.6f}")
print(f"packet at k = pi/4, momentum-averaged T = {packet_expected_off:.6f}")
print(f"conductance = {G_atomic:.6f} atomic units (e^2/hbar)")
print(f"conductance = {G_siemens*1e6:.4f} microsiemens")
print("finished without a failed check")
```

Running it gives:

```
hopping t = 0.050 hartree
impurity energy U = 0.100 hartree
wave number at band centre k = 1.570796 rad per site
velocity v = 0.1000 sites per atomic time unit
tau: real 0.500000, imaginary -0.500000 (dimensionless)
r: real -0.500000, imaginary -0.500000 (dimensionless)
phase of tau = -45.000 degrees
transmission T = 0.500000 (dimensionless)
reflection R = 0.500000 (dimensionless)
T with U reversed in sign = 0.500000 (dimensionless)
density at site -2 = 0.500000 (incident wave = 1)
density at site -1 = 2.500000 (incident wave = 1)
density at site 0 = 0.500000 (incident wave = 1)
density at site 1 = 0.500000 (incident wave = 1)
current left of impurity = 0.050000 per atomic time unit
current right of impurity = 0.050000 per atomic time unit
T at band centre for U/t = 0.5: 0.941176
T at band centre for U/t = 1.0: 0.800000
T at band centre for U/t = 2.0: 0.500000
T at band centre for U/t = 4.0: 0.200000
T for U = 2t at E/t = 0.0: 0.500000
T for U = 2t at E/t = 0.5: 0.483871
T for U = 2t at E/t = 1.0: 0.428571
T for U = 2t at E/t = 1.5: 0.304348
T for U = 2t at E/t = 1.9: 0.088838
lead self-energy at E = 0, imaginary part = -0.050000 hartree
lead broadening Gamma at E = 0 = 0.100000 hartree
T from seven-site device at E = 0 = 0.50000 (dimensionless)
packet: start site -250, density width 40 sites
packet travel time = 5000.0 atomic time units
packet at k = pi/2, transmitted fraction = 0.499961
packet at k = pi/2, momentum-averaged T = 0.499961
packet at k = pi/4, transmitted fraction = 0.333287
packet at k = pi/4, momentum-averaged T = 0.333287
conductance = 0.159155 atomic units (e^2/hbar)
conductance = 38.7405 microsiemens
finished without a failed check
```
